# Why wrinkle wavelength does not directly gauge small compression

A thin stiff film on a deep soft substrate resists wrinkling in two ways. It resists bending, with stiffness per unit width $B$, measured in N m, and the substrate resists being pushed up and down, with a modulus $E_s'$, measured in N/m². One length can be built from these two quantities as a product of powers:

$$\ell=\left(\frac{B}{E_s'}\right)^{1/3}.$$

If nothing else matters, the wavelength must be a pure number times $\ell$. The compressive force per unit width in the film, $N$, in N/m, could spoil this, because the combination $N/(B^{1/3}E_s'^{2/3})$ has no dimension and any function of it could multiply $\ell$. Whether wavelength measures compression therefore turns on whether $N$ keeps growing once the film has wrinkled. In the leading-order theory it does not: $N$ stays at its threshold value, and the imposed strain drops out of the wavelength.

## The belief and its appeal

The belief is that closely spaced wrinkles mean strong compression and widely spaced wrinkles mean weak compression, so that one measured wavelength gives the strain.

Two pictures support it. The first is the accordion, whose folds come closer together as it is closed. The second is geometric. A sinusoidal wrinkle of amplitude $A$ and wavelength $\lambda$ takes up a strain of about $\pi^2A^2/\lambda^2$, as shown below. If $A$ were fixed, more strain would require a smaller $\lambda$. The geometry is right, but it is one equation for two unknowns. Energy supplies the second equation, and it fixes $\lambda$, not $A$.

## The model

The film has thickness $h$, Young modulus $E_f$ and Poisson ratio $\nu_f$; the substrate has $E_s$ and $\nu_s$. Film and substrate start free of stress and are compressed together along $x$ by a small strain $\varepsilon>0$, with the strain along $y$ held at zero. The relevant moduli are then the plane-strain moduli

$$E_f'=\frac{E_f}{1-\nu_f^2},\qquad E_s'=\frac{E_s}{1-\nu_s^2},\qquad B=\frac{E_f'h^3}{12}.$$

Both materials are linearly elastic, the film stays attached, slopes are small, $E_s'\ll E_f'$, and the substrate is much deeper than a wavelength. Shear traction between film and substrate is neglected. The deflection is $w=A\cos kx$, with $k=2\pi/\lambda$, so $A$ is half the peak-to-valley height. Angle brackets denote an average over $x$, and all energies are per unit area.

## What the substrate costs

Let the substrate occupy $z\le0$. A displacement that decays with depth and matches the film is

$$u_x=(a+bz)e^{kz}\sin kx,\qquad u_z=(A+dz)e^{kz}\cos kx.$$

Elastic equilibrium requires $(1-2\nu_s)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$. Write $\nabla\cdot\mathbf u=D\,e^{kz}\cos kx$, where

$$D=k(a+bz)+d+k(A+dz).$$

Since $\nabla^2u_x=2kb\,e^{kz}\sin kx$, the $x$ equation gives $D=2(1-2\nu_s)b$. The right side does not depend on $z$, so the terms in $z$ on the left must cancel: $b=-d$. What remains is

$$k(a+A)+d=-2(1-2\nu_s)d
\quad\Rightarrow\quad (3-4\nu_s)d=-k(a+A).$$

The $z$ equation gives the same condition. Zero shear stress at $z=0$ requires $ka+b-kA=0$, hence $a=A+d/k$. Substitution gives $(3-4\nu_s)d=-2kA-d$, so

$$d=-\frac{kA}{2(1-\nu_s)},\qquad
a=\frac{1-2\nu_s}{2(1-\nu_s)}A,\qquad
D=\frac{1-2\nu_s}{1-\nu_s}kA.$$

The normal stress at the surface is $p\cos kx$, with

$$p=\frac{E_s}{1+\nu_s}\left[(kA+d)+\frac{\nu_s}{1-2\nu_s}D\right]
=\frac{E_s}{1+\nu_s}\,\frac{(1-2\nu_s)+2\nu_s}{2(1-\nu_s)}\,kA
=\frac{E_s'kA}{2}.$$

The stored energy is half the average of traction times displacement:

$$U_s=\frac12\left\langle\frac{E_s'kA}{2}\cos kx\;A\cos kx\right\rangle=\frac{E_s'kA^2}{8}.$$

For an incompressible substrate, $\nu_s=1/2$, taken as a limit, the tangential displacement $a$ vanishes. A bonded surface and a shear-free surface then respond alike at this order, so neglecting shear does not change the stiffness that rubber offers to a single sinusoid. It does affect which wavelengths can persist, as noted below.

## What the film costs

A film element of original length $dx$ that moves by $u(x)$ along the film and $w(x)$ across it has the new length

$$dx\sqrt{(1+u')^2+w'^2}\simeq dx\left(1+u'+\tfrac12w'^2\right).$$

Here $u$ is measured from the uniformly compressed state, so the membrane strain is $e_m=-\varepsilon+u'+\frac12w'^2$. Without shear traction, force balance along $x$ makes the membrane force $E_f'he_m$ uniform. The average of $u'$ over a period is zero, so

$$e_m=-\varepsilon+\tfrac12\langle w'^2\rangle=-\varepsilon+\frac{k^2A^2}{4}.$$

The quantity

$$b_w=\frac{k^2A^2}{4}=\frac{\pi^2A^2}{\lambda^2}$$

is the strain taken up by undulation. Stretching costs $\frac12E_f'h(\varepsilon-b_w)^2$. Bending costs

$$\frac B2\langle w''^2\rangle=\frac{E_f'h^3}{24}\,\frac{k^4A^2}{2}=\frac{E_f'h^3k^4A^2}{48}=E_f'h\,\frac{h^2k^2}{12}\,b_w.$$

The substrate energy, written in the same way, is

$$\frac{E_s'kA^2}{8}=\frac{E_s'}{2k}\,b_w=E_f'h\,\frac{E_s'}{2E_f'hk}\,b_w.$$

Apart from the energy of the uniformly compressed substrate, which the wrinkles do not change in this model, the total is therefore

$$\frac{U}{E_f'h}=\frac12(\varepsilon-b_w)^2+e(k)\,b_w,\qquad
e(k)=\frac{h^2k^2}{12}+\frac{E_s'}{2E_f'hk}.$$

All the dependence on wavelength sits in $e(k)$, which does not contain $\varepsilon$.

## How the strain drops out

For a given $k$, setting the derivative with respect to $b_w$ to zero gives

$$-(\varepsilon-b_w)+e(k)=0\quad\Rightarrow\quad b_w=\varepsilon-e(k).$$

Since $b_w$ cannot be negative, this solution exists when $\varepsilon>e(k)$. Otherwise the film is flat with respect to that wavelength, so $e(k)$ is the threshold strain for wavenumber $k$. Putting the solution back gives

$$\frac{U}{E_f'h}=\frac{e^2}{2}+e(\varepsilon-e)=\frac12\left[\varepsilon^2-(\varepsilon-e)^2\right].$$

The flat film has energy $\varepsilon^2/2$ in these units. The wrinkled film gains most when $\varepsilon-e(k)$ is largest, that is, when $e(k)$ is smallest. The best $k$ is thus the same for every strain above threshold.

To find it, set $x=kh$ and $s=E_s'/E_f'$, so that $e=x^2/12+s/(2x)$. Then

$$\frac{de}{dx}=\frac x6-\frac{s}{2x^2}=0\quad\Rightarrow\quad x^3=3s.$$

The second derivative, $1/6+s/x^3$, is positive, so this is a minimum. With $s=x^3/3$, the smallest threshold is $x^2/12+x^2/6=x^2/4$. Hence

$$\boxed{\lambda=2\pi h\left(\frac{E_f'}{3E_s'}\right)^{1/3},\qquad
\varepsilon_c=\frac{(kh)^2}{4}=\frac14\left(\frac{3E_s'}{E_f'}\right)^{2/3}}$$

In terms of $B$, the wavelength is $2\pi(4B/E_s')^{1/3}$, the form required by the opening argument. For a given undulation strain $b_w$, short waves cost more bending energy and long waves cost more substrate energy. The compromise between these costs sets $\lambda$.

The amplitude follows from $k^2A^2/4=\varepsilon-\varepsilon_c$ and $k^2=4\varepsilon_c/h^2$:

$$A=h\sqrt{\frac{\varepsilon}{\varepsilon_c}-1}.$$

The membrane strain is now $e_m=-\varepsilon+(\varepsilon-\varepsilon_c)=-\varepsilon_c$. Beyond threshold the film carries the constant force $N=E_f'h\varepsilon_c$, and the undulation absorbs all the excess strain.

## Could another shape bring the strain back?

The derivation assumed a single sinusoid. Suppose instead that a long periodic film has Fourier components of amplitude $a_q$, and let $b_q=q^2a_q^2/4$ and $S=\sum_qb_q$. The averages of $w'^2$ and $w''^2$ and the substrate energy contain no cross terms between different wavenumbers, so

$$\frac{U}{E_f'h}=\frac12(\varepsilon-S)^2+\sum_q e(q)b_q\;\ge\;\frac12(\varepsilon-S)^2+\varepsilon_cS.$$

The inequality holds because every $e(q)\ge\varepsilon_c$ and every $b_q\ge0$. Equality requires all the undulation to sit at the wavenumber where $e(q)=\varepsilon_c$. Within this model no mixture of waves does better, at any strain above threshold.

A periodic film of finite length must fit a whole number of waves, so it takes the allowed wavenumber with the smallest $e(q)$. That choice is again independent of $\varepsilon$ once the film wrinkles.

## Numbers for a polymer film on rubber

Take a 100 nm film with $E_f=3.00$ GPa and $\nu_f=0.33$ on a substrate 1 mm deep with $E_s=2.00$ MPa and $\nu_s=0.50$. These are rough typical values for glassy polystyrene on the silicone rubber PDMS. The plane-strain moduli are 3.367 GPa and 2.667 MPa, and their ratio is 1262.5. Therefore

$$\frac{\lambda}{h}=2\pi\left(\frac{1262.5}{3}\right)^{1/3}=47.1,\qquad \lambda=4.71\ \mu\text{m},$$

$$kh=0.1334,\qquad \varepsilon_c=\frac{0.1334^2}{4}=0.445\%.$$

At 0.3% compression the film is flat, and there is no wavelength to read. Above threshold, with film and substrate unchanged, the results are:

| Strain | Material wavelength | Amplitude |
|---|---|---|
| 0.6% | 4.71 µm | 59 nm |
| 1.0% | 4.71 µm | 112 nm |
| 1.4% | 4.71 µm | 146 nm |

The middle amplitude, for example, is $100\sqrt{1.0/0.4452-1}=112$ nm. From 0.6% to 1.4% the amplitude grows by a factor

$$\sqrt{\frac{1.4-0.4452}{0.6-0.4452}}=2.48.$$

If the amplitude were fixed and the undulation still took up the strain in excess of $\varepsilon_c$, the wavelength would have to fall by this same factor. The fixed-amplitude picture assigns the change to the wrong variable.

Thickness does change the wavelength. A 150 nm film of the same material on the same substrate has $\lambda=7.06$ µm. Someone reading wavelength as strain would call it less compressed than the 100 nm film, even if both had been compressed equally.

The choice of wavelength can also be left to a numerical minimization. A periodic film 42.0 µm long, with the same properties, was described by 24 Fourier wavenumbers for its deflection and a free in-plane displacement, and its energy was lowered from a random starting shape. At 0.6%, 1.0% and 1.4% it settled into nine wrinkles each time, a spacing of 4.67 µm. Nine is the whole number nearest to $42.0/4.708=8.92$. Such a film cannot resolve a small drift, since eight or ten wrinkles would mean 5.25 or 4.20 µm, but a fall by a factor of 2.48 would have been plain. That nine is the only stable count depends on neglecting shear traction. If the shear resistance of the rubber is kept, nine remains the only stable count at 0.6%, but at 1.4% eight and ten wrinkles are also stable, and random starts can end at ten. The spacing can then depend on how the film was loaded. The strain formula of the next section would read about 7% low for eight wrinkles and 8% high for ten.

## Reading the strain correctly

Since $\varepsilon_c=(kh)^2/4=\pi^2h^2/\lambda^2$, adding the undulation strain gives

$$\varepsilon=\varepsilon_c+\frac{\pi^2A^2}{\lambda^2}=\frac{\pi^2(h^2+A^2)}{\lambda^2}.$$

The moduli have disappeared, because the wavelength already carries their ratio. For the middle row of the table,

$$\varepsilon=\frac{\pi^2(100^2+111.6^2)}{4708^2}=0.0100,$$

with all lengths in nanometres. Wavelength does enter the gauge, but together with thickness and amplitude. Here $\lambda$ is measured along the uncompressed material; inserting the slightly shorter spacing seen in the laboratory raises the reading by a relative amount of about $2\varepsilon$. The formula applies to a wrinkled film at its preferred wavelength; with the lateral strain held at zero, a flat film shows merely that $\varepsilon$ does not exceed $\varepsilon_c$.

Two limits show what the amplitude records. Just above threshold $A$ rises as the square root of the excess strain, so an excess of only 1% of $\varepsilon_c$ already gives $A=0.1h$. When $\varepsilon\gg\varepsilon_c$, with $\varepsilon$ itself still small, $A\simeq(\lambda/\pi)\sqrt\varepsilon$, and the film behaves almost as if it could not be shortened.

The strain obtained is the compression of the film relative to its own stress-free state. If the film already carried a uniaxial compressive strain $\varepsilon_0$ before loading, $\varepsilon+\varepsilon_0$ replaces $\varepsilon$ in the energy, and the amplitude reports the sum.

## What is true in the accordion picture

The wavelength above is counted per length of uncompressed material. Wrinkles that keep their number are carried with the material, so their spacing in the laboratory is about $\lambda(1-\varepsilon)$. In the example it goes from 4.68 µm at 0.6% to 4.64 µm at 1.4%, a change of $-0.8\%$. The accordion does close, but by the strain itself and not by a factor of 2.48.

This small shift can reveal a change of strain if the same wrinkles are followed with enough precision. As long as none appear or vanish, their mean spacing is proportional to $1-\varepsilon$, whatever the materials. Finite deformation can also shift the preferred material wavelength by a relative amount of order $\varepsilon$, which is not derived here; that shift matters when the number of wrinkles can change. A single absolute wavelength is a poor substitute. A modulus ratio 10% higher than assumed raises $\lambda$ by 3.2%, and a 1% error in thickness shifts the predicted wavelength by 1%. Either exceeds the 0.8% shift being sought.

## How far the model can be trusted for such a film

The largest correction evaluated here comes from the sides of the sample. The model holds the lateral strain at zero, whereas a rubber block with free sides expands laterally by $\nu_s\varepsilon$. If the film follows, its compressive stress before wrinkling is

$$E_f'(\varepsilon-\nu_f\nu_s\varepsilon)=E_f'\varepsilon(1-0.33\times0.50)=0.835\,E_f'\varepsilon.$$

The film energy that depends on the wrinkle is the earlier one with $0.835\,\varepsilon$ in place of $\varepsilon$. The wavelength is unchanged, but the threshold rises to $0.4452/0.835=0.533\%$. At 1.0% imposed strain the amplitude is 94 nm instead of 112 nm, and the simple gauge reads 0.835%, which is 16.5% below the imposed value. Dividing the reading by $1-\nu_f\nu_s$ corrects for free sides when the film is too compliant to restrain the block. For a substrate of depth $H=1$ mm, $E_f'h/(E_s'H)=0.13$, so the film holds back part of the expansion. At 1.0% the gauge reads about 0.85% if the block stays flat and about 0.87% if it can bend across its width. Free sides also stretch the film laterally: by 0.7% at 1.4% compression if it follows fully, a membrane tension of about 16 MPa.

At onset, the approximations of the plate model introduce a smaller error. A numerical stability calculation that treats the film as an incompressible neo-Hookean layer of finite thickness, bonded to an infinitely deep neo-Hookean substrate, with a shear-modulus ratio of 1262.5, gives a threshold of 0.443% and a material wavelength of 4.75 µm. The plate formulas give 0.445% and 4.71 µm. This comparison concerns the onset of wrinkling, not large amplitudes. The substrate is 212 wavelengths deep, so treating it as infinitely deep is safe here.

Amplitude sets the practical limit. At 1.4% compression the greatest slope is $kA=0.195$, whose square is about 0.04, and treating the film geometry exactly, with the substrate kept linear, lowers the gauge reading by about 1% of its value. Bending adds a strain of size $hk^2A/2=1.30\%$ at the film surfaces. Combined with the membrane compression of 0.445%, this gives a peak tension of 0.86% and a peak compression of 1.75%. Glassy polystyrene can craze at tensile strains of the order of 1% or lower, depending on rate and environment, so the last row of the table lies near the edge of the elastic model. If the film crazes, yields or detaches, the amplitude no longer follows the formula, and the strain inferred from it loses its basis.
